\section*{Channel mobility from source and drain currents under gate leakage}

\section{Problem}

A long n-channel transistor is used to measure the mobility of electrons in its inversion layer. Its gate insulator is so thin that the gate current is comparable with the drain current, so the source and drain meters disagree. The task is to find which combination of the two readings gives the mobility, and under what conditions.

The source is at $x=0$, the drain at $x=L$, and the channel width is $W$. Let $V(x)$ be the electron quasi-Fermi potential, with $V(0)=0$ and $V(L)=V_D>0$. The sheet charge of the electrons has magnitude $Q$, and their mobility is $\mu$. The signs are fixed as follows.
\begin{itemize}
\item $I(x)$ is the conventional current in the channel, positive when it flows from drain towards source.
\item $I_D$ is positive into the drain terminal, and $I_S$ is positive out of the source terminal.
\item $J$ is the conventional current density from gate into channel. It is positive when electrons tunnel from channel to gate. Its integral over the channel area is $I_G$.
\end{itemize}
Gate current that goes to the body of the transistor does not enter the channel and is not part of $I_G$. The state is steady. At first $J$, $Q$ and $\mu$ are uniform along the channel, and the contacts have no resistance.

\begin{enumerate}
\item[(a)] Find $I(x)$, and express the mid-channel current $I(L/2)$ through $I_S$ and $I_D$ alone.
\item[(b)] Find the mobility from the terminal currents. What error results if one terminal current is used alone?
\item[(c)] Suppose that only the magnitudes $|I_S|$ and $|I_D|$ have been recorded. When can they replace the signed currents?
\item[(d)] Evaluate the currents and the extracted mobilities for $W=L=10~\mu$m, $V_D=20$~mV, $\mu=250$~cm$^2$/Vs, $J=5$~A/cm$^2$, a gate capacitance $C=1.7266~\mu$F/cm$^2$ and a gate overdrive $V_{ov}=0.8$~V, with $Q=CV_{ov}$.
\item[(e)] Estimate the errors that arise because charge and leakage vary along the channel and because the contacts have resistance.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Balance the currents of a slice between $x$ and $x+dx$. Three currents cross its boundary.
\item[(b)] The voltage $V_D$ is fixed by the whole channel, not by one point. Integrate the transport equation from source to drain, and ask where a linear function equals its mean.
\item[(c)] Write $I_S$ and $I_D$ as a sum and a difference of the same two quantities. Then consider what happens to the drain current as $V_D$ tends to zero at fixed leakage.
\item[(e)] For leakage of any shape, write the length-averaged current as a double integral and exchange the order of integration.
\end{enumerate}

\section{Solution}

\subsection*{(a) Current along the channel}

The slice receives $I(x+dx)$ from the drain side and $WJ\,dx$ from the gate. It delivers $I(x)$ towards the source. In the steady state no charge accumulates, so
\begin{equation}
I(x)=I(x+dx)+WJ\,dx ,\qquad \frac{dI}{dx}=-WJ .
\label{eq:balance}
\end{equation}
With $I(0)=I_S$ and uniform $J$, for which $I_G=WLJ$, integration gives
\begin{equation}
I(x)=I_S-WJx=I_S-I_G\frac{x}{L}.
\label{eq:linear}
\end{equation}
At the drain this reads $I_D=I_S-I_G$, so $I_G=I_S-I_D$. At mid-channel,
\begin{equation}
I(L/2)=I_S-\tfrac12(I_S-I_D)=\frac{I_S+I_D}{2}\equiv A .
\label{eq:mid}
\end{equation}
Half of the leakage has joined the current between the drain and the midpoint, and the other half joins it between the midpoint and the source. The drain reading is therefore too low by the same amount as the source reading is too high.

\subsection*{(b) Why this current gives the mobility}

In terms of the quasi-Fermi potential, drift and diffusion together give
\begin{equation}
I(x)=W\mu Q\,\frac{dV}{dx}.
\label{eq:transport}
\end{equation}
The sign is positive because $V$ rises towards the drain and the conventional current runs down this slope, towards the source. Integrating over the channel and dividing by $L$ gives the length-averaged current
\begin{equation}
\bar I=\frac1L\int_0^L I\,dx=\frac{W\mu Q}{L}\int_0^{V_D}dV=\frac{W\mu QV_D}{L}\equiv I_c .
\label{eq:mean}
\end{equation}
This is the current that the channel would carry at the same $V_D$ and $Q$ without leakage. So the mobility requires the mean current. For uniform leakage $I(x)$ is linear, and the mean of a linear function over an interval is its value at the midpoint. Hence $\bar I=I(L/2)=A$, and
\begin{equation}
\mu=\frac{L}{WQV_D}\,\frac{I_S+I_D}{2}.
\label{eq:mu}
\end{equation}

The sum of the terminal currents is $2I_c$ and their difference is $I_G$. Therefore
\begin{equation}
I_S=I_c+\frac{I_G}{2},\qquad I_D=I_c-\frac{I_G}{2}.
\label{eq:terminals}
\end{equation}
With $r=I_G/I_c$, using $I_S$ alone multiplies the mobility by $1+r/2$, and using $I_D$ alone multiplies it by $1-r/2$.

The leakage also bends the potential. Inserting Eqs.~(\ref{eq:linear}) and (\ref{eq:terminals}) into Eq.~(\ref{eq:transport}) and integrating from the source gives
\begin{align}
V(x)&=\frac{1}{W\mu Q}\left[\left(I_c+\frac{I_G}{2}\right)x-\frac{I_Gx^2}{2L}\right]\nonumber\\
&=V_D\frac{x}{L}+\frac{I_G}{2W\mu Q}\,x\left(1-\frac{x}{L}\right).
\label{eq:potential}
\end{align}
The second term vanishes at both ends and is symmetric about mid-channel. Its largest value, at $x=L/2$, is $I_GL/(8W\mu Q)=rV_D/8$. Uniform leakage is a consistent assumption if both $V_D$ and this bump are small compared with the voltage over which $J$ changes appreciably.

\subsection*{(c) Signed currents and magnitudes}

For any real $a$ and $b$, $|a+b|+|a-b|=2\max(|a|,|b|)$. If $|a|\ge|b|$, both $a+b$ and $a-b$ have the sign of $a$ (or are zero), and their magnitudes add to $2|a|$. If $|b|>|a|$, the same argument holds with the roles exchanged. With $a=I_c$ and $b=I_G/2$, Eq.~(\ref{eq:terminals}) gives
\begin{equation}
\frac{|I_S|+|I_D|}{2}=\max\left(|I_c|,\frac{|I_G|}{2}\right).
\label{eq:max}
\end{equation}
The average of the magnitudes is the conduction current if $|I_G|\le 2|I_c|$. Beyond this limit it is half the gate current and no longer depends on the mobility. The signed average remains correct in both regimes.

The limit $V_D\to0$ shows the reason. No conduction current is driven, yet the leakage must still be supplied. By symmetry half of it passes through each contact, so $I_S=I_G/2$ and $I_D=-I_G/2$. The signed average is zero, as it should be, while the average of magnitudes is $I_G/2$. For positive leakage the drain current changes sign where $I_c=I_G/2$, that is, where $W\mu QV_D/L=WLJ/2$. At fixed $L$ or at fixed $V_D$, respectively, this gives
\begin{equation}
V_D^{(0)}=\frac{JL^2}{2\mu Q},\qquad L^{(0)}=\sqrt{\frac{2\mu QV_D}{J}} .
\label{eq:zero}
\end{equation}
If magnitudes are used, the drain bias must therefore not fall below $V_D^{(0)}$, although it must be small for other reasons.

\subsection*{(d) Numbers}

The sheet charge is $Q=CV_{ov}=1.7266\times0.8=1.381~\mu$C/cm$^2$. Since $W=L$, the conduction current is
\begin{equation}
I_c=250\times1.381\times10^{-6}\times0.020~\mathrm{A}=6.906~\mu\mathrm{A},
\end{equation}
where the last digit comes from the unrounded charge. The gate area is $10^{-6}$~cm$^2$, so $I_G=5~\mu$A and $r=5/6.906=0.724$. The terminal currents are
\begin{equation}
I_S=6.906+2.5=9.406~\mu\mathrm{A},\qquad I_D=6.906-2.5=4.406~\mu\mathrm{A}.
\end{equation}
The source current alone would give a mobility of $340.5$~cm$^2$/Vs and the drain current alone $159.5$~cm$^2$/Vs, errors of $\pm36\%$ relative to the input value. The average gives $250$~cm$^2$/Vs.

These currents can be checked without Eq.~(\ref{eq:linear}). The channel is replaced by a chain of resistors, the leakage is injected at every node, and Kirchhoff's current law is solved for the node potentials. With the parameters above, the chain carries $6.906~\mu$A at its centre, and the average of its terminal currents is also $6.906~\mu$A.

The potential bump is $0.724\times20/8=1.81$~mV. The drain current would vanish at $V_D^{(0)}=7.24$~mV for this length, or at $L^{(0)}=16.6~\mu$m for this bias. The device meets the condition for using magnitudes, but a bias of 5~mV would violate it.

\subsection*{(e) What remains at finite bias}

\paragraph{Charge.} Towards the drain the channel charge falls. In strong inversion take $Q(V)=C(V_{ov}-V)$, with $\mu$ and $J$ still uniform. Equation~(\ref{eq:linear}) is unaffected, so $A=\bar I$ still holds, and
\begin{equation}
A=\frac{W\mu}{L}\int_0^{V_D}C(V_{ov}-V)\,dV
=\frac{W\mu C}{L}\left(V_{ov}-\frac{V_D}{2}\right)V_D .
\label{eq:charge}
\end{equation}
The bump in $V(x)$ does not matter here, because the integral depends on the end potentials alone. If $Q$ is nevertheless taken as the zero-bias charge $CV_{ov}$, the relative error of the mobility is $-V_D/(2V_{ov})=-0.020/1.6=-1.25\%$. Using $C(V_{ov}-V_D/2)$ removes it within this charge model. The model leaves out the growth of the depletion charge towards the drain, which makes $Q$ fall somewhat faster: with a slope of $1.1C$ instead of $C$, which corresponds to a depletion charge of about $0.3~\mu$C/cm$^2$, the error would be about $-1.4\%$; a more heavily doped body with $0.8~\mu$C/cm$^2$ has a slope near $1.24C$ and an error near $-1.5\%$.

\paragraph{Leakage.} For leakage of any shape, Eq.~(\ref{eq:balance}) gives $I(x)=I_S-W\int_0^xJ(x')\,dx'$. In the average over $x$, a given $x'$ contributes for all $x$ between $x'$ and $L$, a fraction $1-x'/L$ of the channel. Hence
\begin{equation}
\bar I=I_S-W\int_0^LJ(x')\left(1-\frac{x'}{L}\right)dx' .
\end{equation}
Since $I_S=A+I_G/2$ and $I_G=W\int_0^LJ\,dx'$,
\begin{equation}
\bar I-A=W\int_0^LJ(x)\left(\frac{x}{L}-\frac12\right)dx .
\label{eq:moment}
\end{equation}
Uniformity is thus sufficient but not necessary: leakage symmetric about mid-channel also gives $A=\bar I$.

The voltage between gate and channel is smaller near the drain. Let $J=J_0e^{-V/V_J}\approx J_0(1-V/V_J)$. The constant part and the symmetric bump contribute nothing to Eq.~(\ref{eq:moment}). The linear part $V_Dx/L$ gives, with $u=x/L$,
\begin{equation}
\bar I-A\approx-I_G\frac{V_D}{V_J}\int_0^1u\left(u-\frac12\right)du=-\frac{I_GV_D}{12V_J},
\label{eq:leak}
\end{equation}
because the integral is $1/3-1/4=1/12$. The terminal average is too high by the fraction $rV_D/(12V_J)$. For $V_J=0.3$~V and $r=0.724$ this is $0.40\%$. The leakage averaged over the channel is about $4\%$ below its source-end value, since the mean potential is $10+\tfrac23\times1.81=11.2$~mV and $11.2/300=0.037$. With the gate current reduced accordingly the estimate is $0.39\%$, and the resistor chain with this exponential leakage also gives $0.39\%$.

Lowering $V_D$ does not remove this error. Let $R_{ch}=V_D/I_c=L/(W\mu Q)$ be the channel resistance. Then $rV_D=I_GR_{ch}$, and the fraction is $I_GR_{ch}/(12V_J)$, independent of $V_D$ at leading order. A shorter channel does reduce it, as $L^2$ at fixed $J$, $\mu$ and $Q$, because both $I_G$ and $R_{ch}$ are proportional to $L$.

\paragraph{Contacts.} Let each contact have resistance $R$. The source contact drops $RI_S$ and the drain contact $RI_D$, so the channel receives $V_D-R(I_S+I_D)=V_D-2RA$. Ohm's law for the channel gives $A=(V_D-2RA)/R_{ch}$, and hence
\begin{equation}
A=\frac{V_D}{R_{ch}+2R}.
\label{eq:contact}
\end{equation}
Here $R_{ch}=2896~\Omega$. With $R=10~\Omega$ the relative error is $-20/2916=-0.69\%$.

The three errors add to $-1.25+0.39-0.69=-1.55\%$. The resistor chain with all three effects present gives $-1.54\%$, or an extracted mobility of $246$~cm$^2$/Vs. Within this model the errors are small compared with the $36\%$ for a single terminal. The model keeps $\mu$ uniform. In a real inversion layer the mobility also changes with the local charge, and this neglected effect can be comparable with the charge error.

\subsection*{The model beside a real transistor}

The parameters are round values in the regime of a silicon n-channel transistor with silicon dioxide about 1.5~nm thick. The mobility, leakage density, $V_J$ and contact resistance are rough typical values, and the leakage depends strongly on thickness. The channel is much longer than in a logic circuit; that length keeps the error from contact resistance below $1\%$ here but raises $r$, which grows as $L^2$ at fixed bias. In real devices the leakage varies with the local voltage, which moves the mobility by about $0.4\%$ here. It also varies with the insulator thickness. By the result of Variation 2, a linear gradient of this kind has a larger effect here only if the leakage density changes along the channel by more than about $6\%$ of its mean. Real devices also leak where the gate overlaps source and drain. Such currents $i_S$ and $i_D$ add $i_S$ to $I_S$ and subtract $i_D$ from $I_D$, so with ideal contacts they shift $A$ by $(i_S-i_D)/2$, and they cancel if equal. An error in $Q$ matters more directly: since $\mu\propto1/Q$, a charge $5\%$ too high makes the mobility about $5\%$ too low. Averaging the currents does nothing to correct this.

Other neglected effects can be sized for the same numbers. The lateral field is largest at the source, $27$~V/cm. With a saturation velocity of $10^7$~cm/s, $\mu$ times this field is $0.07\%$ of saturation. Adding a depletion charge of $0.3~\mu$C/cm$^2$ to $Q$ gives an oxide field of $4.9$~MV/cm, below a rough breakdown field of 10~MV/cm. A more heavily doped body with a depletion charge of $0.8~\mu$C/cm$^2$ would raise it to $6.3$~MV/cm. At 300~K, with all electrons placed in one subband (two valleys, in-plane mass 0.19 electron masses), the Fermi level lies about $51$~meV above the subband edge, twice the thermal energy. This is an upper bound: at 300~K higher subbands and the other four valleys hold part of the charge, and a self-consistent subband calculation gives roughly 34~meV for the lighter and 44~meV for the heavier doping. The electrons are moderately degenerate, but Eq.~(\ref{eq:transport}) does not assume otherwise. With a threshold voltage of 0.4~V, which for an n-type polysilicon gate goes with the heavier doping, the gate is 1.2~V above the source, so the dissipated power is $P=I_G\times1.2~\mathrm{V}+I_DV_D=6.1~\mu$W. For heat spreading from the area $WL$ into silicon of thermal conductivity $\kappa=1.4$~W/(cm\,K), the temperature rise is roughly $P/(2\kappa\sqrt{WL})$, about 2~mK.

\section{Variation 1: a channel twice as long}

\emph{Keep every parameter of part (d), but set $L=20~\mu$m. What do the meters read, and what mobility follows?}

The conduction current halves to $3.453~\mu$A and the gate current doubles to $10~\mu$A. Equation~(\ref{eq:terminals}) gives
\begin{equation}
I_S=3.453+5=8.453~\mu\mathrm{A},\qquad I_D=3.453-5=-1.547~\mu\mathrm{A}.
\end{equation}
Current now leaves through the drain terminal as well. The channel current changes sign where $I_S=I_Gx/L$, at $x=0.845L$. Leakage that enters on the source side of this point flows to the source, and the rest flows to the drain.

The signed average is $(8.453-1.547)/2=3.453~\mu$A and gives $250$~cm$^2$/Vs. The average of magnitudes is $(8.453+1.547)/2=5~\mu$A, half the gate current as Eq.~(\ref{eq:max}) requires, and gives $362$~cm$^2$/Vs. The sign of the drain current must therefore be kept. The error from voltage-dependent leakage, left out of these values, is four times that of the shorter device, about $1.6\%$ at leading order and about $1.5\%$ when the reduction of the leakage by the channel potential is included.

\section{Variation 2: leakage with a gradient}

\emph{Let the insulator be slightly wedge-shaped, so that $J=J_0[1+s(x/L-1/2)]$ with $|s|\le2$. Neglect the accompanying change of the capacitance, so that charge and mobility are uniform. Does the terminal average still equal the mid-channel current, and which current gives the mobility?}

The gradient term integrates to zero, so $I_G=WLJ_0$. With $u=x/L$, Eq.~(\ref{eq:moment}) gives
\begin{equation}
\bar I-A=I_Gs\int_0^1\left(u-\frac12\right)^2du=\frac{sI_G}{12}.
\end{equation}
The mid-channel current is $I_S$ minus the leakage that enters the source half:
\begin{align}
I(L/2)&=A+\frac{I_G}{2}-I_G\int_0^{1/2}\left[1+s\left(u-\frac12\right)\right]du\nonumber\\
&=A+\frac{I_G}{2}-I_G\left(\frac12-\frac{s}{8}\right)=A+\frac{sI_G}{8}.
\end{align}
The three currents now differ. Equation~(\ref{eq:mean}) did not use the shape of the leakage, so the mean $\bar I=I_c$ is the one that gives the mobility. Relative to it, the terminal average is in error by $-sr/12$ and the mid-channel current by $sr(1/8-1/12)=+sr/24$. For $s=1$, a deliberately strong gradient in which the leakage density rises from half its mean at the source to one and a half times its mean at the drain, and for $r=0.724$, these errors are $-6.0\%$ and $+3.0\%$. For a gradient this strong the neglected change of the capacitance matters: if the leakage changes by a decade per 0.2~nm of thickness, it lowers both values by about half a percentage point.

For uniform leakage $s=0$ and the three currents coincide. They also coincide for any leakage symmetric about mid-channel: the moment in Eq.~(\ref{eq:moment}) vanishes, and half of the leakage enters on each side of the midpoint. The numerical output below lists the values for both channel lengths and the sizes of the neglected effects.

\section*{Numbers as computed}
\begin{verbatim}
Channel width: 10 um
Channel length: 10 um
Drain bias: 20 mV
Gate overdrive: 0.8 V
Threshold voltage: 0.4 V
Input mobility: 250 cm2/Vs
Leakage density: 5 A/cm2
Electrical oxide thickness: 2 nm
Gate capacitance: 1.727 uF/cm2
Sheet charge: 1.381 uC/cm2
Conduction current: 6.906 uA
Gate current: 5 uA
Gate/conduction current ratio: 0.724 (no unit)
Source current: 9.406 uA
Drain current: 4.406 uA
Average current: 6.906 uA
Ladder mid-channel current: 6.906 uA
Mobility from source: 340.5 cm2/Vs
Mobility from drain: 159.5 cm2/Vs
Mobility from average: 250 cm2/Vs
Potential bump: 1.81 mV
Bias for zero drain current: 7.24 mV
Length for zero drain current: 16.62 um
Long device: length: 20 um
Long device: gate current: 10 uA
Long device: source current: 8.453 uA
Long device: drain current: -1.547 uA
Long device: signed average: 3.453 uA
Long device: magnitude average: 5 uA
Long device: mobility, signed: 250 cm2/Vs
Long device: mobility, magnitudes: 362 cm2/Vs
Leakage voltage scale: 0.3 V
Contact resistance, each end: 10 ohm
Channel resistance: 2896 ohm
Error from charge variation: -1.25 %
Error from leakage variation, ladder: 0.388 %
Error from leakage variation, formula: 0.388 %
Error from contact resistance: -0.686 %
Sum of these errors (formulas): -1.55 %
Combined error, ladder: -1.54 %
Mobility with combined effects: 246.2 cm2/Vs
Saturation velocity: 1e+07 cm/s
Lateral field at source: 27.2 V/cm
Velocity saturation effect: 0.068 %
Depletion charge: 0.3 uC/cm2
Oxide field: 4.87 MV/cm
Sheet electron density: 8.62e+12 cm^-2
Temperature: 300 K
Thermal energy: 25.9 meV
Transverse mass: 0.19 electron masses
Fermi level above subband edge: 50.9 meV
Thermal conductivity: 1.4 W/(cm K)
Dissipated power: 6.09 uW
Self-heating estimate: 2.2 mK
\end{verbatim}
